# Undercuts and Base Angle of an Isotropically Overetched Silicon Film

## Problem

A polysilicon film of thickness \(h=500\) nm lies on a thermal oxide, which serves as the stop layer. A nitride mask with a long, straight edge covers part of the film. A wet etchant removes the silicon at the rate \(r=100\) nm/min, the same in every direction. The etch is timed: it runs for as long as it takes to clear the open film, and then for fifty percent of that time more.

Take the mask and the oxide as inert at first. Measure both undercuts horizontally from the mask edge. Measure the base angle \(\theta\) inside the remaining silicon, between the oxide surface and the tangent to the sidewall at its foot.

1. Find the shape of the sidewall.
2. Find the undercut at the top of the film and at its bottom.
3. Find the base angle, and compare it with the slope of the straight line from the foot to the top of the wall.
4. Find how fast the foot moves when the etch is stopped.
5. Examine very short and very long overetches.
6. Decide whether the silicon profile changes if the stop layer is itself etched, first more slowly and then twice as fast as silicon.
7. Find the silicon width left under a mask stripe 3000 nm wide, and estimate how far the neglected effects move the results.

## Solution

### 1. Shape of the sidewall

Let \(x\) be the horizontal distance from the mask edge, positive under the mask, and \(z\) the depth below the mask's lower face. The film occupies \(0\le z\le h\). At the start the etchant touches the silicon along \(z=0\), \(x\le 0\).

The open film clears after

\[
t_c=\frac{h}{r}=\frac{500\ \text{nm}}{100\ \text{nm/min}}=5.0\ \text{min}.
\]

Write the overetch as a fraction \(f\) of this time. The total time is \(t=(1+f)t_c\), and the distance etched along any straight path through silicon is

\[
R=rt=(1+f)h .
\]

For \(f=0.5\) the overetch lasts 2.5 min, the total time is 7.5 min and \(R=750\) nm.

We assume that the surface reaction sets the rate, so that \(r\) depends neither on position nor on time. Each point of the etch front then acts as a source from which the etch spreads by \(r\,dt\) in all directions within the silicon during \(dt\). A given point is therefore removed when the shortest path to it, through silicon, from the originally exposed surface has length \(R\).

Consider a point \((x,z)\) under the mask, with \(x>0\). Its distance from an exposed point \((-s,0)\), with \(s\ge 0\), is

\[
d(s)=\sqrt{(x+s)^2+z^2}.
\]

This grows with \(s\), so the nearest exposed point is the one at \(s=0\), the mask edge. The straight segment from there to \((x,z)\) stays between the planes \(z=0\) and \(z=h\). Neither the mask nor the stop layer blocks it, and no detour is needed. The sidewall is the set of points at distance \(R\) from the mask edge:

\[
x^2+z^2=R^2,\qquad x>0,\quad 0\le z\le h .
\]

It is an arc of a circle centred on the mask edge. The stop layer cuts the circle off at \(z=h\) but does not bend the part that remains.

### 2. The two undercuts

At the top, \(z=0\), and the circle gives

\[
u_t=R=(1+f)h .
\]

At the bottom, \(z=h\), so that \(u_b^2+h^2=R^2\). Hence

\[
u_b=\sqrt{R^2-h^2}=h\sqrt{(1+f)^2-1}=h\sqrt{f(2+f)} .
\]

For \(f=\tfrac12\),

\[
u_t=\tfrac32h=750\ \text{nm},
\]
\[
u_b=h\sqrt{\tfrac12\cdot\tfrac52}=\tfrac{\sqrt5}{2}\,h=1.118\times500\ \text{nm}=559\ \text{nm}.
\]

The top undercut is the larger by 191 nm. The remaining silicon therefore has a foot that reaches out towards the opening. The reason is geometric: an etch path from the mask edge to the foot must cover the film thickness as well as the lateral distance, while a path along the underside of the mask is lateral throughout.

### 3. The base angle

Differentiate the equation of the circle along the wall:

\[
2x\,dx+2z\,dz=0
\quad\Longrightarrow\quad
\frac{dx}{dz}=-\frac{z}{x}.
\]

The minus sign says that \(x\) increases as one climbs the wall, because climbing means \(dz<0\). Starting at the foot, where \(x=u_b\) and \(z=h\), a small rise \(-dz\) goes with a horizontal run

\[
dx=\frac{h}{u_b}(-dz).
\]

The run points into the region under the mask, where the silicon is. The angle inside the silicon is therefore acute, and its tangent is rise over run:

\[
\tan\theta=\frac{-dz}{dx}=\frac{u_b}{h}.
\]

A right triangle with legs \(h\) and \(u_b\) has hypotenuse \(\sqrt{h^2+u_b^2}=R\). Therefore

\[
\cos\theta=\frac hR=\frac1{1+f},\qquad
\sin\theta=\frac{u_b}{R}.
\]

For fifty percent overetch,

\[
\theta=\arccos\tfrac23=48.2^\circ .
\]

The film thickness has dropped out. In this model the base angle depends on the overetch fraction alone.

The straight line from the foot to the top of the wall rises by \(h\) over a run of \(u_t-u_b\). Its angle is

\[
\theta_{\rm chord}=\arctan\frac{h}{u_t-u_b}
=\arctan\frac{500}{191.0}=69.1^\circ .
\]

The two angles differ because the wall is curved. At depth \(z\) the same argument gives a local wall angle \(\alpha\) with \(\tan\alpha=x/z\), or \(\cos\alpha=z/R\). The wall is vertical under the mask, where \(z=0\), and leans steadily more towards the foot. The chord gives a mean slope; the local angle at the oxide is \(\theta\). The distinction matters, for example, when a later layer has to cover the foot.

### 4. Speed of the foot

The thickness \(h\) is fixed while \(R\) grows at the rate \(r\). Differentiating \(u_b^2=R^2-h^2\) with respect to time gives

\[
2u_b\frac{du_b}{dt}=2R\frac{dR}{dt}=2Rr,
\]

so that

\[
\frac{du_b}{dt}=\frac{R}{u_b}\,r=\frac{r}{\sin\theta}.
\]

At the end of the etch this is 134 nm/min, although silicon is removed at 100 nm/min. There is no conflict. The etch rate is the speed of the wall along its own normal. The foot is the point where a slanting wall meets a fixed plane, and that intersection slides along the plane faster than the wall advances.

The factor \(R/u_b=1.342\) also shows how sensitive the bottom undercut is to timing. At this overetch, a small extra etch distance \(\delta R\) adds \(\delta R\) to the top undercut but about \(1.34\,\delta R\) to the bottom one.

The circle and the results derived from it can be compared with a calculation in which no circle is assumed. Let \(T(x,z)\) be the time at which the front reaches a point. Between two neighbouring fronts a distance \(dn\) apart, measured along the normal, the time differs by \(dn/r\). Hence

\[
|\nabla T|=\frac1r ,\qquad T=0\ \text{on the exposed surface}.
\]

This equation was solved on grids with 80 and 160 cells across the film, with the mask and the stop layer as walls, and the results were extrapolated in the grid spacing. For fifty percent overetch the grid gave a bottom undercut of \(1.114h\), a base angle of \(48.1^\circ\) and a foot speed of \(1.346r\). The formulas give \(1.118h\), \(48.2^\circ\) and \(1.342r\). Overetches of 30 and 70 percent agree similarly, as the numerical output shows.

### 5. Short and long overetch

**Short overetch.** For \(f\ll1\), the term \(f^2\) in \(f(2+f)=2f+f^2\) can be dropped, and

\[
u_t\approx h,\qquad u_b\approx h\sqrt{2f}.
\]

For the angle, use \(\cos\theta\approx1-\theta^2/2\) and \(1/(1+f)\approx1-f\). Equating the two gives

\[
\theta\approx\sqrt{2f}\quad\text{(in radians)}.
\]

At the moment of clearing, \(f=0\), the wall meets the oxide tangentially and the silicon ends in a feather edge directly below the mask edge. The square root means that this edge retreats very fast at first: the foot speed \(r/\sin\theta\) diverges as \(\theta\to0\). This divergence belongs to the ideal circle on a perfectly flat stop. Where the remaining silicon is only a few atoms thick, a continuous film with a constant rate is no longer a sound description.

**Long overetch.** For \(R\gg h\), expand the root:

\[
u_b=R\sqrt{1-\frac{h^2}{R^2}}\approx R-\frac{h^2}{2R}.
\]

The difference \(u_t-u_b\approx h^2/(2R)\) tends to zero and \(\theta\) tends to \(90^\circ\). The wall becomes steep because the film then samples only a short piece of a large circle.

A steep wall costs undercut. Solving \(\cos\theta=1/(1+f)\) for the overetch gives

\[
f=\frac1{\cos\theta}-1,\qquad u_t=\frac{h}{\cos\theta}.
\]

A base angle of \(60^\circ\), for instance, requires \(f=1\) and a top undercut of \(2h\), which is 1000 nm for this film.

### 6. A stop layer that is itself etched

**Slower than silicon.** Let the stop layer etch at a rate \(r_s<r\). Could the etchant reach the foot sooner by a path through this layer? Suppose a path leaves the silicon at one point of the interface and returns at another, a distance \(d\) away. Its length inside the stop layer is at least \(d\), so this part takes at least \(d/r_s\). Going straight along the silicon side of the interface takes \(d/r\), which is less. Every such detour loses time, and the silicon profile is unchanged. A lower rate than that of silicon is therefore sufficient for the present results; the rate need not be zero.

The grid calculation with 80 cells was repeated with an oxide rate of 9 nm/min, which is 0.09 of the silicon rate. The arrival times in the silicon did not change. The oxide itself does lose material, as estimated below.

**Twice as fast as silicon.** Now a detour can pay. Let the path run from the mask edge down through the silicon at an angle \(i\) from the vertical, and then along the interface inside the fast layer. The silicon part has length \(h/\cos i\) and covers the lateral distance \(h\tan i\). The remaining distance \(u-h\tan i\) is covered at the rate \(2r\). The arrival time \(t\) at the lateral distance \(u\) obeys

\[
rt=\frac{h}{\cos i}+\frac{u-h\tan i}{2}.
\]

The actual arrival is the earliest one, so we minimise over \(i\):

\[
\frac{d(rt)}{di}=\frac{h\sin i}{\cos^2 i}-\frac{h}{2\cos^2 i}
=\frac{h}{\cos^2 i}\left(\sin i-\tfrac12\right)=0 .
\]

The derivative changes from negative to positive at \(\sin i=\tfrac12\), so \(i=30^\circ\) is the minimum. There \(\tfrac12=\sin i\), and

\[
rt=\frac{h(1-\sin^2 i)}{\cos i}+\frac u2
=h\cos30^\circ+\frac u2 .
\]

Setting \(rt=\tfrac32h\) gives

\[
u=2h\left(\tfrac32-\cos30^\circ\right)=1.268\,h .
\]

This exceeds \(h\tan30^\circ\), as the assumed path requires. It also exceeds the \(1.118h\) reached by the direct path, so the detour does arrive first. The extrapolated grid result is \(1.264h\). On this fast layer the silicon near the foot is attacked from below as well, and there the wall departs from the circle.

### 7. The stripe and the neglected effects

A stripe is undercut from both sides. Under a 3000 nm mask the silicon widths are

\[
w_t=3000-2(750)=1500\ \text{nm},
\]
\[
w_b=3000-2(559.0)=1882\ \text{nm}.
\]

These expressions hold if the mask is wider than \(2R=1500\) nm. At that width the two fronts meet under the mask, and the mask loses its support.

The rates used here are rough typical values for undoped polysilicon in a bath of nitric acid and ammonium fluoride, with about 9 nm/min for thermal oxide and 0.2 nm/min for nitride. They vary with the composition and temperature of the bath and with the film. Doping can change the silicon rate considerably, so a doped film needs its own measured rate. Two assumptions are examined next: that the rate is uniform, and that it stays constant after clearing.

**Rate spread.** Keep the time at 7.5 min and let the local rate differ by 10 percent from its nominal value. The results are:

- 10 percent slower: top 675 nm, bottom 453 nm, base angle \(42.2^\circ\);
- 10 percent faster: top 825 nm, bottom 656 nm, base angle \(52.7^\circ\).

The bottom undercut moves by roughly 100 nm either way, or nearly a fifth of its nominal value. This is the amplification found in part 4: \(1.342\times75\) nm is about 101 nm. The film still clears at the slow places, since 675 nm exceeds the thickness of 500 nm. Providing that margin is the purpose of the overetch.

**Supply of fluoride.** Assume that each dissolved silicon atom binds six fluorines. At 100 nm/min the surface then consumes

\[
q=8.29\times10^{-4}\ \text{mol m}^{-2}\,\text{s}^{-1}.
\]

Take a total fluoride concentration \(c=0.3\) mol/L, or 300 mol/m³, and a diffusivity \(D=10^{-9}\) m²/s. Carrying the flux \(q\) over a distance \(L\) requires a relative concentration drop of about

\[
\frac{\Delta c}{c}=\frac{qL}{Dc}.
\]

Along the undercut, \(L=750\) nm and the drop is about 0.2 percent. For these values, diffusion into the narrow space under the mask hardly disturbs the circle.

The liquid above the wafer matters more. Across a stagnant layer 50 µm thick the same formula gives about 14 percent, if most of the surface within a few layer thicknesses is open silicon. The drop is proportional to this assumed thickness: it is 28 percent for 100 µm, and the formula reaches 100 percent near 360 µm. A rate set by the surface reaction therefore presupposes a well-stirred bath. Once that silicon has cleared, only the sidewalls and the slowly etching oxide still consume fluoride; the oxide takes about 4 percent of the silicon load. If the openings are much wider than the film is thick, this is a small part of the earlier load, and the concentration at the walls largely recovers. If the rate is proportional to the fluoride concentration, it can rise by the factor

\[
\frac{1}{1-0.14}\approx1.16 .
\]

For a wall surrounded by open silicon and a 50 µm layer, full recovery is the upper limit of this estimate. The geometry survives, because the rate is still the same at all points of the wall at any one time. One simply replaces \(rt\) by the accumulated distance

\[
R=500+1.16\times100\times2.5=790\ \text{nm}.
\]

The top undercut becomes about 790 nm, the bottom undercut about 610 nm and the base angle about \(51^\circ\). Fifty percent more time has then produced 58 percent more etch distance. Where much of the surface within a few layer thicknesses of the wall is masked, the liquid is less depleted from the start. If the time is still set by the depleted open field, such a wall etches faster throughout and the shift is larger, up to \(R=1.16\times750=870\) nm. The shift is smaller only if the time is taken from the local clearing of that opening.

**Oxide and mask loss.** At the nominal rates the open oxide is exposed for the 2.5 min of overetch and loses \(9\times2.5=22.5\) nm; where the silicon clears sooner, it loses more. By part 6 this leaves the silicon profile alone. The oxide under the mask is uncovered later, as the foot retreats, so its surface slopes gently from no loss at the foot to the full loss at the mask edge. An exposed nitride face recedes by \(0.2\times7.5=1.5\) nm. This shifts the visible mask edge slightly, so an undercut measured from the final edge is smaller by about that amount.

Grain roughness, rates that depend on direction and poor adhesion of the mask are not included. Nor is the effect of reaction products: etching in nitric acid forms nitrous acid, which speeds up the oxidation of silicon, and its concentration can change after clearing or differ under the mask. If the etchant creeps along the mask interface faster than it etches silicon, the top undercut exceeds \(R\) and at least the upper part of the wall departs from the circle found here. The values of 750 nm, 559 nm and \(48^\circ\) are thus the nominal result for a uniform, constant rate. Taken singly, the 10 percent rate spread and the fluoride recovery at a wall in an open field move either undercut by up to about 100 nm and the angle by several degrees. For a wall in a mostly masked field the fluoride effect can reach about 120 nm at the top and 150 nm at the bottom, and it grows with the thickness of the stagnant layer. Where both raise the rate, their shifts roughly add. A real bath needs its own measured spread.

## Computed values

```
GRID TEST (film thickness = 1, silicon rate = 1)
overetch 30 %: top undercut grid 1.300, formula 1.300
  bottom undercut: grid 0.826, formula 0.831
  base angle: grid 39.8, formula 39.7 deg
  foot speed / rate: grid 1.572, formula 1.565
overetch 50 %: top undercut grid 1.500, formula 1.500
  bottom undercut: grid 1.114, formula 1.118
  base angle: grid 48.1, formula 48.2 deg
  foot speed / rate: grid 1.346, formula 1.342
overetch 70 %: top undercut grid 1.700, formula 1.700
  bottom undercut: grid 1.371, formula 1.375
  base angle: grid 53.9, formula 54.0 deg
  foot speed / rate: grid 1.239, formula 1.237
slow stop: largest change of arrival time 0.0e+00
stop twice as fast as silicon, 50 % overetch: bottom undercut grid 1.264, formula 1.268
WORKED EXAMPLE
film thickness 500 nm, overetch 50 %
rates: silicon 100, oxide 9, nitride 0.2 nm/min
clearing time 5.0 min, overetch time 2.5 min, total 7.5 min
etch distance 750 nm
top undercut 750 nm = 1.500 film thicknesses
bottom undercut 559.0 nm = 1.118 thicknesses
top minus bottom undercut 191.0 nm
base angle 48.19 deg; top-to-bottom chord 69.1 deg
foot speed at the end 134.2 nm/min
mask stripe 3000 nm: silicon width at top 1500 nm, at bottom 1882 nm
NEGLECTED EFFECTS
rate -10 %: top 675 nm, bottom 453 nm, base angle 42.2 deg
rate +10 %: top 825 nm, bottom 656 nm, base angle 52.7 deg
oxide lost in open area 22.5 nm
mask edge recession 1.5 nm
bath: fluoride 0.3 mol/L, diffusivity 1e-09 m2/s, outer layer 50 um
fluoride consumption 8.29e-04 mol/(m2 s)
fluoride drop along undercut 0.21 %
fluoride drop across outer layer 13.8 %
rate rise after clearing, at most 16.0 %
with that rise: top 790 nm, bottom 612 nm, base angle 50.7 deg
```
